\section*{Conductivity of a thin diffuse metal tube at long mean free path, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from a solid wire to a thin tube}

\subsection{A solid wire}

Take a straight round wire of radius $b$, made of a metal whose bulk mean free path $\lambda$ is much longer than $b$. An electron crosses the wire many times before it scatters in the interior. If the surface sends it off in a random direction, the surface sets the conductivity. One expects the distance between wall collisions, of order $b$, to replace $\lambda$, so that the conductivity relative to bulk is of order $b/\lambda$. The number in front needs a calculation, and the same calculation will serve when the wire is hollow.

I use atomic units, $\hbar=m=|e|=1$, so the electron charge is $-1$ and its velocity equals its wavevector $\mathbf k$. The metal is a degenerate free-electron gas with Fermi wavenumber $k_F$. A uniform field $E$ acts along the wire axis $z$. Bulk scattering is elastic and isotropic, with relaxation time $\tau=\lambda/k_F$. Write the occupation as $f_0(\varepsilon)+g$, with $g$ of first order in $E$. The force is $-E$, and $\partial f_0/\partial k_z=v_zf_0'$, so the steady Boltzmann equation reads
\begin{equation}
\mathbf v\cdot\nabla g-E v_z f_0'=-\frac{g}{\tau}.
\end{equation}
The right side contains no term that scatters electrons back into the deviation. Such a term would be the average of $g$ over directions, and this vanishes because the driving term, and with it $g$, is odd in $v_z$.

The wall is diffuse: at each energy, electrons leave it with the same occupation in every outward direction. The value of that occupation follows from equal numbers arriving and leaving. Since $g$ is odd in $v_z$, the arriving deviations cancel in the sum over directions, and $g=0$ for electrons leaving the wall.

Follow a trajectory back from the observation point to the wall, a distance $L$. Along it the equation is $v\,dg/dL+g/\tau=Ev_zf_0'$ with $g=0$ at $L=0$, so at the Fermi energy
\begin{equation}
g=E\tau v_z f_0'\left(1-e^{-L/\lambda}\right).
\end{equation}
The current density is $j_z=-2\int d^3k\,v_zg/(2\pi)^3$, where 2 counts spins and the minus sign is the electron charge. At low temperature $f_0'=-\delta(\varepsilon-\varepsilon_F)$. With $k^2dk=k\,d\varepsilon$ and $v_z=k\cos\theta$,
\begin{equation}
j_z=\frac{E\tau k_F^3}{4\pi^3}\int d\Omega\,\cos^2\theta\left(1-e^{-L/\lambda}\right).
\end{equation}
In the bulk $L\to\infty$, the angular integral is $4\pi/3$, and
\begin{equation}
\sigma_0=\frac{\tau k_F^3}{3\pi^2}=\frac{k_F^2\lambda}{3\pi^2}.
\end{equation}
Divide by this and average over the metal cross-section, of area $A$:
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta
\left(1-e^{-L/\lambda}\right).
\label{kinetic}
\end{equation}
Nothing in this formula requires the section to be a disc. It holds for any straight conductor with the same section everywhere and diffuse walls.

\subsection{Flights become chords}

Project the trajectory on the cross-section. If $s$ is the projected distance back to the wall, then $L=s/\sin\theta$, because the projection shortens lengths by $\sin\theta$. With $d\Omega=\sin\theta\,d\theta\,d\varphi$ and $1-e^{-L/\lambda}\simeq L/\lambda$, the factor $\sin\theta$ cancels:
\begin{equation}
\int_0^\pi \sin\theta\cos^2\theta\,\frac{s}{\lambda\sin\theta}\,d\theta
=\frac{\pi s}{2\lambda}.
\end{equation}
Therefore, to first order in $1/\lambda$,
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3}{8\lambda A}\,M,\qquad
M=\int dA\int_0^{2\pi}d\varphi\,s .
\label{first}
\end{equation}
The expansion is not valid for directions so close to the axis that $\sin\theta\lesssim s/\lambda$. Those directions fill a small solid angle, and the second half computes what they change. Because $1-e^{-x}\le x$, the first-order result is an upper bound on (\ref{kinetic}).

The integral $M$ is easier in terms of lines than of points. Fix $\varphi$ and cut the section into thin strips parallel to the flight. A strip is labelled by its distance $q$ from the centre, and $dA=dq\,ds$. On a chord of length $l$, $s$ runs from 0 to $l$, and $\int_0^l s\,ds=l^2/2$. A circular section looks the same for every $\varphi$, and $q$ and $-q$ contribute equally, so
\begin{equation}
M=2\pi\int_{-b}^{b}dq\sum\frac{l^2}{2}=2\pi\int_0^b dq\sum l^2 .
\label{lines}
\end{equation}
The sum is over the separate pieces of metal on one line.

For the solid wire there is one piece, $l=2\sqrt{b^2-q^2}$. Then
\begin{equation}
M=2\pi\cdot4\left(b^3-\frac{b^3}{3}\right)=\frac{16\pi b^3}{3},\qquad
\frac{\sigma}{\sigma_0}=\frac{3}{8\lambda\,\pi b^2}\,\frac{16\pi b^3}{3}=\frac{2b}{\lambda}.
\end{equation}
The wire diameter takes the place of the mean free path, with factor one. No logarithm appears, since no chord is longer than the diameter and most are comparable with it.

\subsection{Hollowing the wire: where a logarithm comes from}

Now let the metal occupy $a<r<b$. Let $R=(a+b)/2$ be the mean radius and $t=b-a\ll R$ the wall thickness. Both surfaces are diffuse, and an electron cannot enter the hole. Then
\begin{equation}
D\equiv b^2-a^2=(b-a)(b+a)=2Rt,\qquad A=\pi D=2\pi Rt .
\end{equation}

First treat the wall locally as a flat strip. Consider a point at height $z$ above one face, and flights that make an angle $\alpha$ with the faces, $0<\alpha<\pi$. Those from the lower face have covered $z/\sin\alpha$; those from the upper face have covered $(t-z)/\sin\alpha$. The sum does not depend on $z$, and
\begin{equation}
\int d\varphi\,s=t\int\frac{d\alpha}{\sin\alpha}.
\end{equation}
This diverges logarithmically at both ends, where flights graze the faces. With a cut at a small angle $\alpha_c$ at each end,
\begin{equation}
\int d\varphi\,s\simeq 2t\ln\cot\frac{\alpha_c}{2}\simeq2t\ln\frac{1}{\alpha_c}+\text{a constant times }t .
\end{equation}

In a tube the curvature supplies the cut. A line tangent to the inner wall meets the outer wall after a distance $\sqrt{b^2-a^2}=\sqrt{2Rt}$. The sine of its angle with the outer wall is this distance divided by $b$, or about $\sqrt{2t/R}$. Flights cannot remain in the wall at much smaller angles over greater lengths. Hence $\alpha_c$ is of order $\sqrt{t/R}$, and $2t\ln(1/\alpha_c)$ becomes $t\ln(R/t)$. Put into (\ref{first}), where $M/A$ is the section average of $\int d\varphi\,s$, this gives
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq\frac{3t}{8\lambda}\ln\frac{R}{t}
\qquad\text{(leading logarithm)}.
\label{leading}
\end{equation}
The square root in the cut angle is responsible for the coefficient $3/8$: it halves the logarithm. What the estimate cannot give is the number that stands beside the logarithm. That number decides how thin the wall must be before (\ref{leading}) is useful, so I now compute the chord integral.

\subsection{Chords that miss the hole}

It is convenient to define a dimensionless bracket $B$ by
\begin{equation}
B=\frac{M}{At},\qquad \frac{\sigma}{\sigma_0}=\frac{3t}{8\lambda}B .
\label{bracket}
\end{equation}
Lines with $a<q<b$ pass outside the hole and have one chord, $l=2\sqrt{b^2-q^2}$. Their part of the integral in (\ref{lines}) is
\begin{align}
S&=4\int_a^b(b^2-q^2)\,dq
=4\left[b^2(b-a)-\frac{b^3-a^3}{3}\right]\nonumber\\
&=\frac{4(b-a)}{3}\left(2b^2-ab-a^2\right)
=\frac{4(b-a)^2(2b+a)}{3}.
\end{align}
The second line uses $b^3-a^3=(b-a)(b^2+ab+a^2)$ and then $2b^2-ab-a^2=(b-a)(2b+a)$. Since $2b+a=3R+t/2$,
\begin{equation}
S=4Rt^2\left(1+\frac{t}{6R}\right)\simeq4Rt^2 .
\end{equation}
For $a=0$ the expression before the thin-wall limit gives $S=8b^3/3$. There are then no other lines, and the solid-wire result returns.

\subsection{Chords interrupted by the hole}

Lines with $q<a$ cross the metal twice. Each piece has length
\begin{equation}
l=\sqrt{b^2-q^2}-\sqrt{a^2-q^2}
=\frac{D}{\sqrt{b^2-q^2}+\sqrt{a^2-q^2}} .
\label{double}
\end{equation}
Let $P=\int_0^a l^2dq$ for one piece. The two pieces contribute $2P$, and $M=2\pi(2P+S)$.

Set $u=a^2-q^2$, which measures how far the line is from tangency with the hole. Choose a dividing value $U$ with $D\ll U\ll R^2$; this is possible because $D/R^2=2t/R$ is small.

Near tangency, $0<u<U$, one has $q\simeq R$, so $dq$ has magnitude $du/(2R)$. Substitute $u=D\sinh^2\eta$. Then $u+D=D\cosh^2\eta$, and
\begin{equation}
l=\sqrt D\,(\cosh\eta-\sinh\eta)=\sqrt D\,e^{-\eta},\qquad du=D\sinh2\eta\,d\eta .
\label{eta}
\end{equation}
If $\eta=H$ at $u=U$,
\begin{align}
P_{\rm near}&=\frac{D^2}{2R}\int_0^H e^{-2\eta}\sinh2\eta\,d\eta
=\frac{D^2}{4R}\int_0^H\left(1-e^{-4\eta}\right)d\eta\nonumber\\
&\simeq\frac{D^2}{4R}\left(H-\frac14\right).
\end{align}
Because $U\gg D$, $\sinh H\simeq e^H/2$, which gives $H\simeq\frac12\ln(4U/D)$. With $D=2Rt$,
\begin{equation}
P_{\rm near}=\frac{Rt^2}{2}\left[\ln\frac{2U}{Rt}-\frac12\right].
\end{equation}

Away from tangency, $u>U$, the two roots in (\ref{double}) are nearly equal and $l\simeq Rt/\sqrt{R^2-q^2}$. Let $q_U$ be the value of $q$ at the division. Then
\begin{align}
P_{\rm far}&=R^2t^2\int_0^{q_U}\frac{dq}{R^2-q^2}
=\frac{Rt^2}{2}\ln\frac{R+q_U}{R-q_U}\nonumber\\
&=\frac{Rt^2}{2}\ln\frac{(R+q_U)^2}{R^2-q_U^2}
\simeq\frac{Rt^2}{2}\ln\frac{4R^2}{U}.
\end{align}
In the sum, $U$ cancels, as it must, since the division was arbitrary:
\begin{equation}
P=\frac{Rt^2}{2}\left[\ln\frac{8R}{t}-\frac12\right].
\end{equation}
The neglected terms are of relative size $U/R^2$ near tangency and $D/U$ away from it. With $U=R\sqrt D$ both are of order $\sqrt{t/R}$, so even after multiplication by the logarithm they vanish as $t/R\to0$.

\subsection{The constant, and what it does to the logarithm}

Insert $2P+S$ in (\ref{bracket}), with $At=2\pi Rt^2$:
\begin{equation}
B=\frac{2\pi(2P+S)}{2\pi Rt^2}
=\ln\frac{8R}{t}-\frac12+4
=\ln\frac Rt+3\ln2+\frac72 .
\end{equation}
Thus
\begin{equation}
\boxed{\frac{\sigma}{\sigma_0}=\frac{3t}{8\lambda}
\left[\ln\frac Rt+3\ln2+\frac72\right]}
\label{main}
\end{equation}
to first order in $1/\lambda$ and for $t\ll R$. The constant is $5.58$. The larger part of it, 4, comes from the lines that miss the hole. They occupy a band of $q$ of width $t$, but their chords reach lengths of order $\sqrt{Rt}$.

Equation (\ref{leading}) is correct as the limiting growth law: divided by (\ref{main}), it tends to one as $R/t\to\infty$. The approach is very slow. The logarithm equals the constant at $R/t=8e^{7/2}\simeq265$, and there (\ref{leading}) gives half the conductivity. Its share of the full bracket is 0.35 at $R/t=20$, 0.45 at 100, 0.62 at $10^4$ and 0.71 at $10^6$. For a numerical estimate the constant must be kept.

The chord integral was tested against its definition at $R/t=20$ by tracing the distance $s$ from a grid of points and directions in the section. Both routes give $B=8.591$; formula (\ref{main}) gives 8.575, lower by 0.2 per cent. At $R/t=100$ the chord integral gives 10.188 and the formula 10.185. Between $R/t=10^4$ and $10^6$ the computed bracket rises with slope 0.99999 against $\ln(R/t)$, which confirms the coefficient of the logarithm separately from the constant.

\section{Second half: finite mean free path, reflecting walls and a copper shell}

\subsection{Symbols and results carried over}

The tube has inner radius $a$, outer radius $b$, mean radius $R$, wall thickness $t$ and metal area $A=2\pi Rt$; $D=b^2-a^2=2Rt$. A flight makes an angle $\theta$ with the axis. In the cross-section, $s$ is the distance back to the wall, $l$ is the whole chord and $q$ its distance from the centre. For diffuse walls
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi A}\int dA\int d\varphi\;G(s/\lambda),\quad
G(x)=\int_0^\pi\sin\theta\cos^2\theta\left(1-e^{-x/\sin\theta}\right)d\theta .
\label{full}
\end{equation}
The first-order result is $\sigma/\sigma_0=(3t/8\lambda)B$ with $B=\ln(R/t)+3\ln2+7/2$ for a thin wall. Near tangency with the hole, each of the two chords on a line is $l=\sqrt D\,e^{-\eta}$, with $dq$ of magnitude $D\sinh2\eta\,d\eta/(2R)$.

To first order in $1/\lambda$, the conductivity of a thin tube with diffuse walls is set by $\ln(R/t)$ plus a constant that must be kept in any numerical estimate. It remains to find how long $\lambda$ must be for this result to hold, to let the walls reflect some of the electrons, and to apply the theory to a copper shell.
